# Why pad asperity density and summit curvature depend on sampling interval

**Question**

I have a height map of a conditioned polyurethane polishing pad. I count a summit wherever a reading is higher than its four nearest neighbours, and I get the summit curvature from finite differences. The resulting asperity density $\eta$ and radius $R$ go into a Greenwood-Williamson (GW) contact model. When I thin out the same map and repeat the analysis, both numbers change enormously. I thought they were properties of the pad. Is my coarse map merely inaccurate, and which pair belongs in the model?

**Answer**

On a rough surface with structure at many scales, neither pair is a property of the pad alone. This can be shown on a surface whose statistics are completely known.

**The surface**

Let $z$ be a stationary, isotropic, Gaussian height field of zero mean, with spectrum $C(q)$ normalised by $\sigma^2=\langle z^2\rangle=\int C\,d^2q$. The spectrum is flat, $C=C_0$, below the roll-off wave number $q_r$. Above it $C=C_0(q/q_r)^{-2-2H}$, with $0<H<1$, up to a cut-off $q_1$, beyond which it is zero.

The mean square height difference at distance $r$ is

$$S(r)=2\int C\,[1-\cos(\mathbf q\cdot\mathbf r)]\,d^2q=4\pi\int_0^\infty qC(q)[1-J_0(qr)]\,dq ,$$

because the angular average of the cosine is $J_0$. If the power law had no ends, the substitution $x=qr$ would give

$$S(r)=A r^{2H},\qquad A=4\pi C_0q_r^{2+2H}\int_0^\infty x^{-1-2H}[1-J_0(x)]\,dx .$$

The integral converges at small $x$ because $H<1$ and at large $x$ because $H>0$.

**What the grid counts**

Take a square grid of interval $s$ and define the steps $d_i=z_0-z_i$ from a reading to its four neighbours. The site is a summit if all $d_i>0$. Each site owns an area $s^2$. The curvature, positive at a summit and averaged over the two axes, is $\sum_i d_i/(2s^2)$. Hence

$$\eta=\frac{P(\text{all }d_i>0)}{s^2},\qquad \kappa=\frac{E[\sum_i d_i\,|\,\text{summit}]}{2s^2},\qquad R=\frac1\kappa .$$

Since $d_i-d_j=z_j-z_i$, the covariances are $\tfrac12[S(r_i)+S(r_j)-S(|\mathbf r_i-\mathbf r_j|)]$. Write $v=S(s)$ and $x_i=d_i/\sqrt v$. The $x_i$ have unit variance, with correlations

$$\rho_a=1-\frac{S(\sqrt2 s)}{2S(s)},\qquad \rho_o=1-\frac{S(2s)}{2S(s)}$$

for adjacent and opposite neighbours. In the self-affine range these become $\rho_a=1-2^{H-1}$ and $\rho_o=1-2^{2H-1}$. Both the interval and the roughness amplitude have cancelled. The summit probability is therefore a number $p(H)$, and with $\sqrt v=\sqrt A\,s^H$,

$$\boxed{\eta=\frac{p(H)}{s^2},\qquad \kappa=K(H)\sqrt A\,s^{H-2}},\qquad K=\tfrac12E\Big[\sum_i x_i\,\Big|\,\text{summit}\Big].$$

In this regime the density contains nothing about the pad except $H$. The rest is the area of your grid cell.

**Computing the two numbers**

In Fourier space a Gaussian density $\varphi$ is $\exp(-\tfrac12\sum\rho_{ij}k_ik_j)$, so $\partial\varphi/\partial\rho_{ij}=\partial^2\varphi/\partial x_i\partial x_j$ for $i\ne j$. Integrating over positive $x_i,x_j$ leaves $\varphi$ at $x_i=x_j=0$. For two variables this gives $\partial P_2/\partial\rho=1/(2\pi\sqrt{1-\rho^2})$, hence $P_2=\tfrac14+\arcsin\rho/(2\pi)$. For three, the remaining variable is positive with probability $\tfrac12$, hence $P_3=\tfrac18+\sum\arcsin\rho_{ij}/(4\pi)$.

For four variables, switch the correlations on together as $\alpha=t\rho_a$, $\beta=t\rho_o$, starting from independence, where $P=1/16$. There are four adjacent and two opposite pairs:

$$P=\frac1{16}+\int_0^1\!dt\left[\frac{4\rho_a\,P_2(r_a)}{2\pi\sqrt{1-\alpha^2}}+\frac{2\rho_o\,P_2(r_o)}{2\pi\sqrt{1-\beta^2}}\right].$$

Here $r_a,r_o$ are the correlations of the other two steps when the chosen pair is zero. Gaussian conditioning subtracts from their covariance the part explained by the pair. For an opposite pair that part is $2\alpha^2/(1+\beta)$, in the variances and the covariance alike. For an adjacent pair it is $(\alpha^2+\beta^2-2\alpha^2\beta)/(1-\alpha^2)$ in the variances and $(2\alpha\beta-\alpha\beta^2-\alpha^3)/(1-\alpha^2)$ in the covariance. Dividing and cancelling common factors,

$$r_a=\frac{\alpha(1-\beta)}{1+\beta-2\alpha^2},\qquad r_o=\frac{\beta(1+\beta)-2\alpha^2}{1+\beta-2\alpha^2}.$$

For the mean, use $x_i\varphi=-\sum_j\rho_{ij}\partial_j\varphi$ and integrate over the positive region. Each derivative leaves a face $x_j=0$. Summing over $i$ produces the row sum $g=1+2\rho_a+\rho_o$, the same for every $j$:

$$M\equiv E\Big[\sum_i x_i;\text{all}>0\Big]=\frac{4g}{\sqrt{2\pi}}P_3,\qquad K=\frac{M}{2P}.$$

With one step fixed at zero, the three correlations in $P_3$ are $(\rho_o-\rho_a^2)/(1-\rho_a^2)$ once and $\rho_a(1-\rho_o)/\sqrt{(1-\rho_a^2)(1-\rho_o^2)}$ twice.

For $H=0.6$, $\rho_a=0.242$ and $\rho_o=-0.149$, and the integral gives $p=0.0945$. The conditional correlations are $-0.220$ and $0.290$, so $P_3=0.154$. With $g=1.336$, $M=0.3285$ and $K=0.3285/(2\times0.0945)=1.74$.

GW also needs the standard deviation $\sigma_s$ of summit heights. Let $D=\sum_i x_i$. Since $\mathrm{Cov}(z_0,x_i)=\sqrt v/2$ and $\mathrm{Cov}(D,x_i)=g$, the remainder $z_0-\sqrt v\,D/(2g)$ is uncorrelated with, and so independent of, every step. Selecting summits changes only the variance of $D$, which is $4g$ without selection:

$$\sigma_s^2=\sigma^2+\frac{v}{4g^2}\left[\mathrm{Var}(D\,|\,\text{summit})-4g\right].$$

A second integration by parts gives the required moment,

$$E[D^2;\text{all}>0]=4gP+\frac{4g}{\sqrt{2\pi}}\,E[D;\text{other three}>0\,|\,x_j=0].$$

The last expectation is again a sum over faces, $\sum_k(\sum_i\Gamma_{ik})P_2^{(k)}/\sqrt{2\pi\Gamma_{kk}}$. Here $\Gamma$ is the conditional covariance of the three steps, and $P_2^{(k)}$ is the probability that the last two are positive when step $k$ is also zero.

**A synthetic pad**

I take $\sigma=2$ µm, $H=0.6$, roll-off wavelength 200 µm and cut-off wavelength 2 µm. Since this band spans only two decades, the values below use the full $S(r)$ in the same formulas.

| $s$ (µm) | $\eta$ (mm⁻²) | $R$ (µm) | $\eta s^2$ |
|---:|---:|---:|---:|
| 0.5 | 78,200 | 2.02 | 0.020 |
| 1 | 57,700 | 2.73 | 0.058 |
| 2 | 22,200 | 5.68 | 0.089 |
| 4 | 6,010 | 14.4 | 0.096 |
| 8 | 1,610 | 37.3 | 0.103 |
| 16 | 444 | 99.0 | 0.114 |

Summits were also counted on four random surfaces, 1024 µm on a side, made by filtering white Gaussian noise to this spectrum. The same surfaces served for every interval. Counted densities, radii and $\sigma_s$ agree with the formulas to within 1.5% of the calculated values.

From the finest to the coarsest interval the density falls by a factor of 176 and the radius grows by a factor of 49. Your coarse map is not a poor estimate of the fine one: it correctly answers a different question. Meanwhile $\sigma_s$ falls only from 1.99 to 1.78 µm, since long waves dominate the heights.

Between 4 and 8 µm the local powers are $\eta\propto s^{-1.90}$ and $R\propto s^{1.38}$, against the ideal $-2$ and $1.4$. The product $\eta s^2$ rises down the whole table: the absence of waves beyond the cut-off lowers it at fine intervals, and the approach to the roll-off raises it at coarse ones. Far beyond the roll-off wavelength the readings are independent, $S$ is constant, and $\rho_a=\rho_o=\tfrac12$. The centre is then the highest of five equivalent readings with probability $1/5$, so $\eta=1/(5s^2)$. Even uncorrelated readings yield an "asperity density".

**Does a fine enough grid settle it?**

Because the spectrum has a cut-off, the values do converge, but to numbers set by that cut-off. Define the profile moments $m_2=\langle z_x^2\rangle$ and $m_4=\langle z_{xx}^2\rangle$, and let $X=-z_{xx}$, $Y=-z_{yy}$. The angular averages of $\cos^4$ and $\cos^2\sin^2$ are $3/8$ and $1/8$, so $X$ and $Y$ have correlation $1/3$ and $\langle z_{xy}^2\rangle=m_4/3$.

For small $s$, $d_{\pm x}\approx\mp sz_x+s^2X/2$. A grid summit thus requires $X>0$ and $|z_x|<sX/2$, and likewise for $y$. The gradient is independent of the second derivatives and has density $1/(2\pi m_2)$ at zero, so

$$\eta\to\frac{E[XY;X,Y>0]}{2\pi m_2}=0.0400\,\frac{m_4}{m_2}.$$

Integration by parts, with $r=1/3$, gives $E[XY;+]/m_4=\sqrt{1-r^2}/(2\pi)+rP_2(r)=0.2514$. The curvature is weighted by the same product. Its numerator is $E[X^2Y;+]=m_4^{3/2}(1+r)^2/(2\sqrt{2\pi})$, so $\kappa\to1.41\sqrt{m_4}$.

A true maximum is different. The gradient area swept per unit surface area is the determinant $XY-z_{xy}^2$, which must be positive. Put $T=(X+Y)/2$ and $w=(X-Y)^2/4+z_{xy}^2$, so the determinant is $T^2-w$. Here $T$ has variance $\tau^2=2m_4/3$, and $w$ is independent of it and exponential with the same mean $\tau^2$. Averaging over $w<T^2$ gives $T^2-\tau^2(1-e^{-T^2/\tau^2})$. Averaging this over $T>0$ gives $\tau^2/(2\sqrt3)$, and weighting it by $T$ gives $4\tau^3/(3\sqrt{2\pi})$. Therefore

$$\eta_{\rm max}=\frac{m_4}{6\sqrt3\,\pi m_2},\qquad \kappa_{\rm max}=\frac{8\sqrt{m_4}}{3\sqrt\pi}.$$

With $m_2=0.0724$ and $m_4=0.156$ µm⁻², true maxima number 66,100 mm⁻² with $R=1.68$ µm. The four-neighbour limit is 86,400 mm⁻² with $R=1.79$ µm. The rule drops the term $z_{xy}^2$ and so accepts some saddles whose rising direction runs diagonally between the neighbours. It can also count a diagonally elongated maximum at more than one site. Splitting $E[XY;+]$ by the sign of the determinant assigns about a third of the excess to saddles and two thirds to this repeated counting. The definition of a summit matters as well as the interval.

Halving the cut-off wavelength at fixed $C_0$ multiplies the true density by 3.97, but changes the density read at 8 µm by only 1%. The converged value describes the shortest waves present, or the shortest your instrument passes.

**What this does to the contact prediction**

From here on $p$ is the nominal pressure, not the summit probability. $E^*$ is the effective elastic modulus of the contact and $A_c/A_0$ the fraction of the nominal area in contact. Let $h$ be the gap above the mean summit height in units of $\sigma_s$, and $F_n(h)=\int_h^\infty(x-h)^n\phi(x)\,dx$ with $\phi$ the standard normal density. Hertz contact of a cap compressed by $\delta$ gives force $\tfrac43E^*\sqrt R\,\delta^{3/2}$ and area $\pi R\delta$. Summing over independent caps,

$$p=\tfrac43E^*\eta\sqrt R\,\sigma_s^{3/2}F_{3/2}(h),\qquad \frac{A_c}{A_0}=\pi\eta R\sigma_sF_1(h).$$

I hold $E^*=300$ MPa and $p=20$ kPa fixed, and solve for $h$ with the calculated $\eta$, $R$ and $\sigma_s$ at each interval:

| $s$ (µm) | contact area (%) | mean contact pressure (MPa) | spot radius (µm) |
|---:|---:|---:|---:|
| 0.5 | 0.023 | 86 | 1.0 |
| 4 | 0.059 | 34 | 2.9 |
| 16 | 0.152 | 13 | 8.0 |

At 4 µm, for example, $0.020\ \text{MPa}/(5.94\times10^{-4})=34$ MPa. One surface under one load has acquired contact areas that differ by a factor of 6.5. This gives every summit the mean radius and Gaussian heights. If each summit keeps its own height and curvature, the area at 16 µm falls to about 0.13%, because high summits are sharper there, and the factor is about 5.4.

An exponential height distribution shows why the errors in $\eta$ and $R$ do not cancel. The load integral is then proportional to $\tfrac43E^*\sqrt R\,\Gamma(5/2)\sigma_s^{3/2}$ and the area to $\pi R\sigma_s$, with the same prefactor. Since $\Gamma(5/2)=3\sqrt\pi/4$,

$$p_c=E^*\sqrt{\frac{\sigma_s}{\pi R}},\qquad \frac{A_c}{A_0}=\frac{p}{E^*}\sqrt{\frac{\pi R}{\sigma_s}} .$$

The density drops out, but $R$ stays. This estimate gives an area ratio of $\sqrt{49.1\times1.992/1.780}=7.4$, near the Gaussian result of 6.5.

A removal model may hide the problem. Let the local removal rate vary as $p_c^m$, evaluated at the mean contact pressure. The wafer average then varies as $(A_c/A_0)p_c^m=p\,p_c^{m-1}$. For $m=1$ it returns the applied pressure whatever $\eta$ and $R$ were. For $m=\tfrac12$, with the rate constant held fixed, the two extreme intervals differ by $\sqrt{86.09/13.16}=2.6$. Agreement of a linear model with removal data therefore does not validate the summit inputs.

**How this compares with a real pad**

The parameters are round values chosen to resemble a conditioned polyurethane pad, not fitted to a measured one. Such pads also have pores, often tens of micrometres across, and their total roughness can be several micrometres. The 2 µm used here represents at best the land between pores. Pores and conditioning grooves make the heights non-Gaussian, which this calculation does not size.

Other neglected effects can be sized:

- **Yielding.** For a rough hardness of 50 MPa, the mean pressure is 1.7 times the hardness at $s=0.5$ µm and 0.26 times at 16 µm. Capping the pressure at the hardness would raise the finest-grid area from 0.023% to at least $0.020/50=0.04\%$.
- **Large strain.** The spot radius is $0.52R$ on the finest grid, too large for the small-contact assumption of Hertz theory.
- **Elastic coupling.** A point force $F$ lowers the surface at distance $\ell$ by $F/(\pi E^*\ell)$. With $\ell=\eta^{-1/2}$ and the mean compression, this is 7 to 12% of that compression for each touching neighbour. The total can be much larger, because touching summits cluster on high ground. With the independent-cap forces on simulated surfaces of this kind, the sum over neighbours within 100 µm is about two to five times the mean compression at $s=0.5$ µm, 0.6 to 1 times at 4 µm and a tenth at 16 µm. The lower values apply when each square of about 1 mm side carries the same load, the higher ones when all squares share the same gap; these scatter widely between samples, because a few high regions dominate them. On the finer grids the caps are therefore not independent, and the GW values there show the model's dependence on $s$, not the true contact.
- **Measurement.** At $s=0.5$ µm, independent reading noise of 20 nm multiplies $\eta$ by 1.35. Gaussian optical averaging of standard deviation 0.5 µm, without noise, multiplies it by 0.50 and $R$ by 1.76.
- **Softening.** If water or heat halved $E^*$, the predicted area at $s=4$ µm would rise by a factor of 1.95.

**Which pair should you use?**

Neither pair can be used without its interval. The coarse one assumes smooth caps, yet a predicted spot of radius 8 µm covers 200 µm², an area in which the 0.5 µm grid finds on average about 16 summits. The fine one treats those summits as independent elastic caps and predicts pressures that the polymer could not carry elastically. Setting $s$ equal to the predicted spot radius, which here happens between 1 and 2 µm, is a convention, and the interval it selects still shifts slowly with load and modulus.

Report $s$, the summit rule and the instrument's filtering with every $\eta$ and $R$, and keep the spectrum $C(q)$, from which the readings at other intervals follow if the surface is Gaussian. Then repeat the analysis at several intervals. If $\eta$ and $R$ stay level over a range that includes the contact size, a single-scale asperity description is at least consistent with the data, provided that range lies well above the instrument's lateral resolution. Blur alone can level the values: optical averaging of standard deviation 2 µm makes both nearly constant between 0.5 and 2 µm on the many-scale surface used here. If they follow powers of $s$, as here, they are joint properties of the surface and the grid, and a GW prediction built on them inherits your choice of $s$.

## Table of computed values

```
Hurst exponent 0.6; rms height 2.0 um
roll-off 200 um; cut-off 2 um
surfaces 4, side 1024 um, pixel 0.5 um
SUMMITS: s um | density /mm2 theory, count | R um theory, count
  0.5 |   78152.2   78001.7 |   2.016   2.017
  1.0 |   57720.6   57552.6 |   2.727   2.726
  2.0 |   22218.7   22140.2 |   5.681   5.682
  4.0 |    6006.7    5966.1 |  14.354  14.336
  8.0 |    1613.6    1593.5 |  37.342  37.148
 16.0 |     443.5     440.6 |  98.998  97.882
s um | density*s^2 | sigma_s um theory, count | 8-/4-neighbour count
  0.5 | 0.0195 | 1.992 2.003 | 0.731
  1.0 | 0.0577 | 1.989 2.001 | 0.618
  2.0 | 0.0889 | 1.978 1.991 | 0.491
  4.0 | 0.0961 | 1.951 1.969 | 0.497
  8.0 | 0.1033 | 1.893 1.917 | 0.507
 16.0 | 0.1135 | 1.780 1.790 | 0.526
density ratio, finest/coarsest: 176.2
R ratio, coarsest/finest: 49.1
ideal p(H) 0.0945; ideal K(H) 1.7374
ideal step correlations 0.2421, -0.1487
local powers, 4 to 8 um: density -1.896, R 1.379
ideal powers: density -2, R 1.400
m2 0.07237; m4 0.15620 /um2; rms slope 0.380
s->0, four-neighbour: 86361 /mm2, R 1.794 um
true maxima: 66107 /mm2, R 1.682 um
cut-off halved: true density x 3.965
cut-off halved: density read at 8 um x 1.0100
CONTACT: E* 300 MPa, nominal pressure 20 kPa
s um | area fraction % | mean pressure MPa | spots /mm2 | spot radius um
  0.5 | 0.0232 | 86.09 | 67.24 | 1.049
  1.0 | 0.0269 | 74.31 | 57.10 | 1.225
  2.0 | 0.0382 | 52.31 | 37.59 | 1.799
  4.0 | 0.0594 | 33.66 | 21.99 | 2.933
  8.0 | 0.0941 | 21.26 | 12.81 | 4.835
 16.0 | 0.1520 | 13.16 | 7.62 | 7.969
area fraction ratio, coarsest/finest: 6.54
removal ratio, coarsest/finest, local rate ~ pressure^0.5: 2.56
NEGLECTED: s um | pressure/hardness | spot radius/R | neighbour coupling
  0.5 | 1.72 | 0.520 | 0.124
  4.0 | 0.67 | 0.204 | 0.096
 16.0 | 0.26 | 0.080 | 0.071
hardness used: 50 MPa
noise 20 nm, s 0.5 um: density x 1.350, R x 0.868
blur 0.5 um, s 0.5 um: density x 0.504, R x 1.764
E* halved, s 4 um: area fraction x 1.949
```
